# Gate Fermi energy at the threshold for doubly ionised hafnia vacancies

## 1. A vacancy far from the gate

Take an oxygen vacancy deep inside an oxide, so far from the metal gate that the two do not attract each other. Suppose that removing a neutral oxygen atom and placing it in some reservoir costs 1.5 eV. The vacancy keeps two electrons. Suppose also that moving both to the gate is free of cost when the gate Fermi energy lies 3.6 eV above the oxide valence-band top.

Now lower the gate Fermi energy. Each transferred electron gains the distance by which the Fermi energy lies below 3.6 eV. The two gains must together repay 1.5 eV, so each must be 0.75 eV. Creation and transfer together are neutral at

$$3.6-\frac{1.5}{2}=2.85\ \text{eV}.$$

The factor one half appears because two electrons share the cost of one missing atom. What remains is to define the quantities precisely, add the attraction to the gate, and find when the result holds.

## 2. The reaction and its energy zeros

The reaction is

$$\mathrm{O_O}\longrightarrow \mathrm{V_O^{2+}}+2e^-(\text{gate})+\mathrm{O}(\text{reservoir}).$$

Here $\mathrm{O_O}$ is an oxygen atom on its lattice site. "Neutral" means that the standard free energy of this reaction is zero. The standard free energy refers to one vacancy on a specified site and leaves out the entropy of choosing among sites, which is added in Section 9.

Let $F_q$ be the free energy of a large piece of oxide containing one vacancy of charge $q$, isolated from the gate, and $F_{\rm p}$ that of the perfect piece. Let $E_v$ be the valence-band top at the vacancy site before the vacancy is made. The gate Fermi energy $E_F$ is measured from this $E_v$, so its absolute value is $E_v+E_F$. The oxygen chemical potential is $\tfrac12 g_{\mathrm{O_2}}+\mu_{\rm O}$, where $g_{\mathrm{O_2}}$ is the free energy per molecule of oxygen gas in a chosen reference state. Thus $\mu_{\rm O}=0$ is the oxygen-rich reference, and a negative $\mu_{\rm O}$ describes a reservoir in which an added oxygen atom has a lower free energy, through stronger binding or a lower gas pressure.

For a vacancy of charge $q$, products minus reactants give

$$\Delta G_q=F_q-F_{\rm p}+\tfrac12g_{\mathrm{O_2}}+\mu_{\rm O}+q(E_v+E_F)+W_q .$$

$W_q$ is the interaction between the charged vacancy and the gate. Collect the terms that depend on neither the reservoir setting nor the gate:

$$G_q=F_q-F_{\rm p}+\tfrac12g_{\mathrm{O_2}}+qE_v .$$

Then

$$\Delta G_q=G_q+\mu_{\rm O}+qE_F+W_q. \tag{1}$$

The sign of $qE_F$ is positive because a vacancy of charge $+q$ has given $q$ electrons to the gate, and each arrives at the Fermi energy. If the crystal has inequivalent oxygen sites, each kind has its own $G_q$ and its own threshold.

## 3. Why the gate charges $2E_F$

Let $A(N)$ be the free energy of the gate with $N$ electrons at fixed electrostatic potential. Its first derivative is the absolute Fermi energy, $A'(N)=E_v+E_F$. Expanding for two added electrons,

$$A(N+2)-A(N)=2A'(N)+2A''(N)+\cdots .$$

The second derivative $A''$ is the change of Fermi energy per added electron. It is the inverse of the total density of states, which grows with the volume of the gate. For a large metal this term vanishes and the cost is $2(E_v+E_F)$.

The potential was held fixed, so the electrostatic energy of the separated charges has not yet been counted. It is $W_q$.

## 4. Attraction between vacancy and gate

Let the gate fill $z<0$ and the oxide fill $z>0$, with the vacancy at depth $z=d$. The gate is treated as a perfect conductor and the oxide as a uniform dielectric of constant $\kappa$. Atomic units are used, so the elementary charge is one.

For a unit charge, Fourier transform the potential along the interface. With in-plane wave number $k$, Poisson's equation becomes

$$\left(-\frac{d^2}{dz^2}+k^2\right)\phi_k(z)=\frac{4\pi}{\kappa}\delta(z-d).$$

Without the gate the decaying solution is

$$\phi_k^{\rm free}(z)=\frac{2\pi}{\kappa k}e^{-k|z-d|}.$$

Its slope changes by $-2k$ times the prefactor, that is by $-4\pi/\kappa$, as the delta function requires. The gate forces $\phi_k(0)=0$. We therefore add a solution of the source-free equation that decays into the oxide, $ae^{-kz}$, and fix $a$ at the surface:

$$a=-\frac{2\pi}{\kappa k}e^{-kd}.$$

At the vacancy this induced part is $ae^{-kd}=-(2\pi/\kappa k)e^{-2kd}$. Returning to real space directly at the charge,

$$\phi_{\rm ind}=\int_0^\infty\frac{k\,dk}{2\pi}\left(-\frac{2\pi}{\kappa k}e^{-2kd}\right)
=-\frac1\kappa\int_0^\infty e^{-2kd}dk=-\frac{1}{2\kappa d}.$$

A vacancy charge $\lambda$ produces the induced potential $\lambda\phi_{\rm ind}$. Building the charge from zero to $q$ therefore takes the work

$$W_q=\int_0^q\lambda\phi_{\rm ind}\,d\lambda=\frac{q^2}{2}\phi_{\rm ind}=-\frac{q^2}{4\kappa d}. \tag{2}$$

The integral supplies the factor one half, because the induced charge grows together with the vacancy charge. For $q=2$, $W_2=-1/(\kappa d)$.

The static dielectric constant belongs here because the compared states are in equilibrium, with the ions displaced in response to the field. The polarisation around an isolated vacancy is already in $G_q$; $W_q$ contains the change caused by the gate.

Equation (2) diverges as $d\to0$, where it no longer applies. It needs $d$ to be large compared with the atomic spacing and with $\kappa$ times the screening length of the metal. The factor $\kappa$ appears because the field normal to the interface is $\kappa$ times larger on the metal side, so a short screening length in the metal acts like a much thicker layer of oxide. A second nearby electrode, or an interlayer with another dielectric constant, would also change $W_q$.

## 5. The neutral Fermi energy

The bulk transition level $\varepsilon(2+/0)$ is the Fermi energy at which isolated vacancies of charge $2+$ and $0$ have equal free energy. Equation (1) without $W_q$ gives

$$G_2+\mu_{\rm O}+2\varepsilon(2+/0)=G_0+\mu_{\rm O},$$

and hence

$$\varepsilon(2+/0)=\frac{G_0-G_2}{2}.$$

The reservoir term cancels because both states lack the same atom. Write the cost of the neutral vacancy as $\Gamma=G_0+\mu_{\rm O}$, and substitute $G_2=G_0-2\varepsilon(2+/0)$ into equation (1):

$$\begin{aligned}
\Delta G_2&=G_0-2\varepsilon(2+/0)+\mu_{\rm O}+2E_F-\frac1{\kappa d}\\
&=\Gamma+2\left[E_F-\varepsilon(2+/0)\right]-\frac1{\kappa d}.
\end{aligned} \tag{3}$$

Setting $\Delta G_2=0$ and dividing by two gives the required gate Fermi energy,

$$\boxed{E_F^*=\varepsilon(2+/0)-\frac{\Gamma}{2}+\frac{1}{2\kappa d}.} \tag{4}$$

Subtracting the zero condition from equation (3) gives the useful form

$$\Delta G_2=2(E_F-E_F^*). \tag{5}$$

Creation is favourable in the standard state when $E_F<E_F^*$. The attraction to the gate raises $E_F^*$. Where equation (2) holds and the bands are flat, a vacancy closer to the gate therefore becomes favourable before a deeper one as the Fermi energy falls. This order can fail at depths comparable with $\kappa$ times the screening length of the metal, where the attraction can weaken towards the gate. For $d\to\infty$ the last term of equation (4) vanishes and the argument of Section 1 is recovered.

**Creating and ionising are different.** If a neutral vacancy already exists, its creation cost has been paid. Ionisation is neutral when $\Delta G_2=\Gamma$, because $W_0=0$. Equation (3) then gives

$$E_F^{\rm ion}=\varepsilon(2+/0)+\frac1{2\kappa d}=E_F^*+\frac\Gamma2 .$$

For $\Gamma>0$ and $E_F^*<E_F<E_F^{\rm ion}$, an existing vacancy has a lower free energy as $2+$ than as neutral, yet making a new $2+$ vacancy still costs free energy.

## 6. Translation to effective work function

Let $E_g$ be the oxide gap and $\chi$ its electron affinity. The oxide vacuum level lies $E_g+\chi$ above $E_v$. With flat bands and no further dipole between gate and vacancy, the effective work function is the distance from the gate Fermi energy up to that level:

$$\Phi=\chi+E_g-E_F,\qquad \Phi^*=\chi+E_g-E_F^* . \tag{6}$$

A low Fermi energy is a high work function, so creation is favourable for $\Phi>\Phi^*$.

Suppose instead that an existing field raises the electron potential energy at the vacancy by $\delta$ relative to the oxide at the gate. The local $E_v$ rises by $\delta$, and the Fermi energy measured from it becomes $\chi+E_g-\Phi-\delta$, where $\Phi$ is still defined by the alignment at the gate. Equating this to $E_F^*$ gives $\Phi^*=\chi+E_g-E_F^*-\delta$. Equation (4) is unchanged, since it uses the local Fermi energy.

The reservoir enters through $\Gamma=G_0+\mu_{\rm O}$. Differentiation at fixed depth and temperature gives

$$\frac{dE_F^*}{d\mu_{\rm O}}=-\frac12,\qquad
\frac{d\Phi^*}{d\mu_{\rm O}}=+\frac12 .$$

Lowering the oxygen chemical potential by 1 eV lowers the threshold work function by 0.5 eV. A threshold quoted without its oxygen reservoir is therefore incomplete.

## 7. A model vacancy with numbers

The following oxide has round parameters and represents no particular material. Its gap is 6.0 eV, its affinity 2.0 eV and its dielectric constant 20. The vacancy is 10 Å below the gate. Model energies serve as temperature-independent free energies, so vibrational contributions are left out.

The vacancy has one orbital holding $n=2-q$ electrons and one lattice coordinate $x$. Relative to perfect oxide and the oxygen-rich reference, with electron energies measured from $E_v$, its energy is

$$E_n(x)=B+en+\frac u2n(n-1)+\frac K2x^2-g(2-n)x .$$

The parameters are $B=0.4$ eV, orbital energy $e=2.6$ eV, electron repulsion $u=0.4$ eV, stiffness $K=5.0$ eV/Å$^2$ and coupling $g=2.0$ eV/Å. At the minimum, $Kx=g(2-n)$. Inserting this value of $x$ leaves the relaxation energy

$$-\frac{g^2}{2K}(2-n)^2=-0.4\,(2-n)^2\ \text{eV}.$$

The three relaxed energies are

$$\begin{aligned}
G_2&=0.4-1.6=-1.2\ \text{eV},\\
G_1&=0.4+2.6-0.4=2.6\ \text{eV},\\
G_0&=0.4+5.2+0.4=6.0\ \text{eV}.
\end{aligned}$$

Thus $\varepsilon(2+/0)=(6.0+1.2)/2=3.6$ eV.

In electronvolts and ångströms, equation (2) is multiplied by the Coulomb constant 14.3996 eV Å:

$$W_2=-\frac{14.3996}{20\times10}=-0.072\ \text{eV}.$$

Half its magnitude, 0.036 eV, is the shift of $E_F^*$. A finite-difference solution of Poisson's equation with a perfectly conducting gate gives the same $W_2$ to the digits shown. A real metal screens over a finite distance. In the Thomas–Fermi description, a screening length of 0.5 Å reduces $W_2$ to about $-0.032$ eV, which would lower $E_F^*$ by 0.02 eV. Here $\kappa$ times the screening length is 10 Å, equal to the depth, so this example does not meet the condition given in Section 4 for equation (2). In the same description the attraction is strongest near 7.5 Å and vanishes near 3 Å. The numbers below keep the perfect conductor, which is acceptable only because the image term is small.

**Oxygen-rich reservoir.** With $\mu_{\rm O}=0$, $\Gamma=6.0$ eV and

$$E_F^*=3.6-3.0+0.036=0.636\ \text{eV},\qquad
\Phi^*=8.0-0.636=7.36\ \text{eV}.$$

**Oxygen-poor reservoir.** Take $\mu_{\rm O}=-4.5$ eV, set by a solid that binds oxygen strongly. Lowering the gas pressure alone could not reach this value in practice: at 1000 K the pressure would have to lie about 45 orders of magnitude below a reference at the same temperature. Then $\Gamma=1.5$ eV and

$$E_F^*=3.6-0.75+0.036=2.886\ \text{eV},\qquad
\Phi^*=8.0-2.886=5.11\ \text{eV}.$$

The reservoir change of 4.5 eV moves the threshold by 2.25 eV, while the gate attraction moves it by 0.036 eV. In this example the oxygen reservoir matters far more than the image term.

As a test of equation (4), the gate was replaced by a metallic chain with explicitly filled levels, and the Fermi energy was found at which the total energy change vanishes. The result is 2.8852 eV in the oxygen-poor case, against 2.8860 eV from the formula. The difference comes from the finite chain. Its Fermi energy is taken midway between the last filled and first empty levels, which are 0.00157 eV apart. Both added electrons enter the first empty level, half a spacing above that midpoint. The chain must therefore be lowered by about 0.0008 eV to reach neutrality. This is the finite-gate correction of Section 3.

Two gates in contact with the oxygen-poor system show the use of equation (5). A gate of effective work function 4.3 eV has $E_F=8.0-4.3=3.7$ eV, so

$$\Delta G_2=2(3.7-2.886)=1.63\ \text{eV}.$$

For a work function of 5.3 eV, $E_F=2.7$ eV and

$$\Delta G_2=2(2.7-2.886)=-0.37\ \text{eV}.$$

The first gate makes the reaction unfavourable in the standard state; the second makes it favourable. Neither number gives a rate, since the barriers for moving oxygen do not enter. For comparison, ionising an existing vacancy in this system is neutral at $2.886+0.75=3.636$ eV.

## 8. Could a singly charged vacancy come first?

Equation (4) is the zero of $\Delta G_2$ whatever the other charge states do. It marks the first vacancy reaction to become neutral as $E_F$ falls only if no other state gets there earlier.

The single-electron transition levels are

$$\varepsilon(+/0)=G_0-G_1,\qquad \varepsilon(2+/+)=G_1-G_2 .$$

Their average is $\varepsilon(2+/0)$. Define $U=\varepsilon(+/0)-\varepsilon(2+/+)$. From equations (1) and (2),

$$\Delta G_1=\Gamma-\varepsilon(+/0)+E_F-\frac1{4\kappa d}.$$

Insert $E_F=E_F^*$ from equation (4):

$$\begin{aligned}
\Delta G_1(E_F^*)&=\frac\Gamma2+\varepsilon(2+/0)-\varepsilon(+/0)
+\frac1{2\kappa d}-\frac1{4\kappa d}\\
&=\frac{\Gamma-U}{2}+\frac1{4\kappa d}.
\end{aligned} \tag{7}$$

The last line uses $\varepsilon(2+/0)-\varepsilon(+/0)=-U/2$. Since $\Delta G_1$ rises with $E_F$, a positive value at $E_F^*$ means that its own zero lies lower. The doubly charged vacancy then becomes neutral before the singly charged one. The neutral vacancy has cost $\Gamma$ at every $E_F$, so $\Gamma>0$ is also required.

In the oxygen-poor example $\varepsilon(+/0)=3.4$ eV and $\varepsilon(2+/+)=3.8$ eV, so $U=-0.4$ eV. The repulsion alone would give $+0.4$ eV, and lattice relaxation reverses the sign. Equation (7) gives

$$\Delta G_1(E_F^*)=\frac{1.5+0.4}{2}+0.018=0.968\ \text{eV}.$$

The doubly charged vacancy comes first. The order reverses if $U>\Gamma+1/(2\kappa d)$. For $\Gamma>0$ this requires a positive $U$, larger than the creation cost and the image term together. The criterion was tested on random parameter sets that included both orders.

## 9. Vacancies present before neutrality

Zero standard free energy does not mark the appearance of the first vacancies, because configurational entropy favours a small number of them above $E_F^*$.

Consider $N$ equivalent sites at the same depth, with $M$ non-interacting doubly charged vacancies. The free energy is

$$G(M)=M\Delta G_2-kT\ln\frac{N!}{M!(N-M)!}.$$

For large $M$ and $N-M$, Stirling's approximation makes the derivative of the logarithm $\ln[(N-M)/M]$. Setting $dG/dM=0$ gives

$$\Delta G_2=kT\ln\frac{N-M}{M}.$$

With site fraction $c=M/N$ and equation (5),

$$E_F=E_F^*+\frac{kT}{2}\ln\frac{1-c}{c}. \tag{8}$$

Explicit sums over the number of vacancies confirm this relation for the mean fraction, including a case with a mean of two vacancies. At $E_F=E_F^*$ it gives $c=1/2$. That value belongs to the non-interacting site model and is no prediction for an oxide, where so many charged vacancies would interact strongly.

At 1000 K, $kT=0.0862$ eV. For $c=10^{-4}$ in the oxygen-poor example,

$$\frac{kT}{2}\ln\frac{1-c}{c}=0.397\ \text{eV},\qquad
E_F=2.886+0.397=3.283\ \text{eV}.$$

The corresponding work function is 4.72 eV, well below the standard threshold of 5.11 eV. A statement about when vacancies "appear" must therefore name a concentration and a temperature. Equation (4) names the standard-state threshold.

The doubly charged state still dominates here. Its standard cost is $2\times0.397=0.79$ eV. The singly charged cost has risen from 0.968 eV by 0.397 eV to 1.36 eV, and the neutral cost remains 1.5 eV.

## 10. Feedback on the gate alignment

The vacancies and the electrons they gave to the gate form a dipole layer. Let a sheet at depth $d$ contain $n$ vacancies per unit area. Its charge density is $2n$, and the gate carries $-2n$. Averaged over the plane, Gauss's law gives a field of magnitude $4\pi(2n)/\kappa$ between them and no field beyond the sheet. The potential beyond the sheet is therefore higher than at the gate by

$$\Delta V=\frac{8\pi nd}{\kappa}. \tag{9}$$

Electrons have negative charge, so their potential energy there is lower by the same amount. The oxide bands move down relative to the gate Fermi energy. Measured from those bands, $E_F$ rises by $\Delta V$, and the effective work function seen beyond the sheet falls by $\Delta V$.

The feedback opposes further creation. In the mean-field description, another doubly charged vacancy placed in the sheet costs an additional $2\Delta V$. A gate with $\Phi>\Phi^*$ thus need not produce vacancies without limit, because the dipole they build moves the alignment back.

For a site density of 0.10 Å$^{-2}$ and $c=10^{-4}$, $n=10^{-5}$ Å$^{-2}$. Equation (9) gives

$$\Delta V=\frac{8\pi\times14.3996\times10^{-5}\times10}{20}
=0.0018\ \text{eV}.$$

The added cost per vacancy, $2\Delta V$, is about 4% of $kT$ at 1000 K, so neglecting the average field was justified for the single plane of sites in Section 9. These numbers are for a perfectly conducting gate. A Thomas–Fermi screening length of 0.5 Å would double the step, which is still small here. The step is proportional to $n$. At $c=10^{-2}$ it would be 0.18 eV even for the perfect conductor, about twice $kT$, and equation (8) could no longer be used with a fixed alignment. The mean-field cost assumes randomly placed vacancies. Their repulsion exceeds $kT$ at separations of about 10 Å and keeps them apart at any density, so the true cost is lower: about 0.002 eV instead of 0.0036 eV at $c=10^{-4}$.

A real film also has sites at every depth, and their steps add. For planes of the same site density every 2.5 Å from 5 to 50 Å, at the Fermi energy of Section 9, the mean-field cost is about $0.3kT$ at 10 Å and $0.7kT$ at the far side, where it halves the vacancy fraction. The feedback can therefore matter in a film even when it is negligible for one plane.

The numerical output lists the main values used here, with the finite-chain and Poisson results beside those of the formulas. The heading of the program writes G0 for the cost called $\Gamma$ in this text, which includes the reservoir term.

## Computed results

```
Oxide band gap: 6.0 eV
Oxide electron affinity: 2.0 eV
Static dielectric constant: 20.0 (dimensionless)
Vacancy depth: 10.0 angstrom
Coulomb constant: 14.3996 eV angstrom
Unrelaxed empty-vacancy energy: 0.4 eV
Vacancy orbital energy: 2.6 eV
Electron repulsion: 0.4 eV
Lattice stiffness: 5.0 eV/angstrom^2
Lattice coupling: 2.0 eV/angstrom
Relaxed vacancy energy, 0 electrons: -1.2000 eV
Relaxed vacancy energy, 1 electrons: 2.6000 eV
Relaxed vacancy energy, 2 electrons: 6.0000 eV
Transition level (+/0): 3.4000 eV
Transition level (2+/+): 3.8000 eV
Transition level (2+/0): 3.6000 eV
Effective repulsion U: -0.4000 eV
Image energy, formula: -0.07200 eV
Image energy, Poisson solution: -0.07200 eV
Fermi-energy shift from image: 0.03600 eV
Oxygen-rich chemical potential: 0.0 eV
Oxygen-rich neutral-vacancy cost: 6.0000 eV
Oxygen-rich neutral Fermi energy, formula: 0.6360 eV
Oxygen-rich neutral Fermi energy, filled chain: 0.6352 eV
Oxygen-rich neutral effective work function: 7.3640 eV
Oxygen-poor chemical potential: -4.5 eV
Oxygen-poor neutral-vacancy cost: 1.5000 eV
Oxygen-poor neutral Fermi energy, formula: 2.8860 eV
Oxygen-poor neutral Fermi energy, filled chain: 2.8852 eV
Oxygen-poor neutral effective work function: 5.1140 eV
Chain level spacing: 0.00157 eV
Slope of neutral Fermi energy with oxygen potential: -0.5000 (dimensionless)
Oxygen-poor Fermi energy for ionising existing vacancy: 3.6360 eV
Oxygen-poor singly charged cost at neutrality: 0.9680 eV
Oxygen-poor reaction free energy, gate work function 4.3 eV: 1.6280 eV
Oxygen-poor reaction free energy, gate work function 5.3 eV: -0.3720 eV
Temperature: 1000 K
Thermal energy kT: 0.08617 eV
Vacancy site density: 0.10 angstrom^-2
Chosen vacancy site fraction: 0.00010 (dimensionless)
Vacancy areal density: 0.000010 angstrom^-2
Entropy shift of Fermi energy: 0.3968 eV
Oxygen-poor Fermi energy at chosen fraction: 3.2828 eV
Oxygen-poor work function at chosen fraction: 4.7172 eV
Potential-energy step from vacancy sheet: 0.00181 eV
```
